# Why E[v] Is Concave and Lieb's Functional Convex and Lower Semicontinuous: verification in Python

```python
"""
Result under test: the ground-state energy E[v] is concave in the potential v,
and F[n] = sup_v (E[v] - integral v n) is convex and lower semicontinuous,
though not necessarily continuous. Hartree atomic units.

Dimer: two electrons, site potentials (u/2, -u/2), d = (n1 - n2)/2, so that
       the potential energy is u*d.
Ring:  one particle, circumference 2 pi, density (1 + a cos kx)/(2 pi).
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)
hopping, repulsion = 0.5, 1.0


def one_body(v):
    m = len(v)
    return np.diag(v) - hopping * (np.eye(m, k=1) + np.eye(m, k=-1))


def two_body(v, interaction):
    """Spatial Hamiltonian of two electrons; holds singlets and triplets."""
    h, one = one_body(v), np.eye(len(v))
    return np.kron(h, one) + np.kron(one, h) + np.diag(interaction.ravel())


# ---------- concavity on a four-site chain, with an excited level as control
sites = np.arange(4)
chain_w = repulsion / (1.0 + abs(sites[:, None] - sites[None, :]))


def chain_energy(v):
    return np.linalg.eigvalsh(two_body(v, chain_w))[0]


def second_level(v):
    return np.linalg.eigvalsh(one_body(v))[1]


pairs = 400
ground_gaps, excited_gaps = [], []
for _ in range(pairs):
    va, vb = rng.normal(scale=2.0, size=(2, 4))
    lam = rng.uniform(0.1, 0.9)
    mix = lam * va + (1 - lam) * vb
    for level, gaps in ((chain_energy, ground_gaps),
                        (second_level, excited_gaps)):
        gaps.append(level(mix) - lam * level(va) - (1 - lam) * level(vb))
assert min(ground_gaps) > -1e-11
excited_failures = int(np.sum(np.array(excited_gaps) < -1e-6))
assert excited_failures > 0
assert abs(chain_energy(va + 0.7) - chain_energy(va) - 2 * 0.7) < 1e-11
print(f"chain: potential pairs tested = {pairs}")
print(f"chain: smallest ground E(mix)-chord = {min(ground_gaps):.3e} hartree")
print(f"chain: concavity failures, one-electron 2nd level = {excited_failures}")

# ---------- dimer: supremum over potentials against search over states
dimer_w = repulsion * np.eye(2)
bare = two_body(np.zeros(2), dimer_w)


def dimer_matrix(u):
    return two_body(np.array([u / 2, -u / 2]), dimer_w)


def dimer_energy(u):
    return np.linalg.eigvalsh(dimer_matrix(u))[0]


def lieb(d):
    best = minimize_scalar(lambda u: u * d - dimer_energy(u),
                           bounds=(-50, 50), method="bounded",
                           options={"xatol": 1e-9, "maxiter": 1000})
    return -best.fun, best.x


def state_search(d):
    """Least hopping plus repulsion energy among singlets with given d."""
    def energy(p):  # p = probability that both electrons share a site
        left = np.sqrt(max(p + d, 0.0) / 2)
        right = np.sqrt(max(p - d, 0.0) / 2)
        middle = np.sqrt(max(1 - p, 0.0) / 2)
        c = np.array([left, middle, middle, right])
        return c @ bare @ c
    return minimize_scalar(energy, bounds=(abs(d), 1), method="bounded",
                           options={"xatol": 1e-11, "maxiter": 1000}).fun


print(f"dimer: hopping = {hopping:.2f}, repulsion = {repulsion:.2f} hartree")
e0, e1, e2 = [dimer_energy(u) for u in (0.0, 1.0, 2.0)]
assert e1 > (e0 + e2) / 2
print(f"dimer: E(u=0), E(1), E(2) = {e0:.6f}, {e1:.6f}, {e2:.6f} hartree")
print(f"dimer: chord value at u=1 = {(e0 + e2) / 2:.6f} hartree")

print("dimer: d | F by sup (hartree) | F by states (hartree) | best u (hartree)")
lieb_values = {}
for d in (0.0, 0.2, 0.4, 0.6, 0.8):
    f_sup, u_best = lieb(d)
    f_state = state_search(d)
    vec = np.linalg.eigh(dimer_matrix(u_best))[1][:, 0]
    assert abs(f_sup - f_state) < 1e-8
    assert abs(vec[0]**2 - vec[3]**2 - d) < 1e-5
    lieb_values[d] = f_sup
    print(f"  {d:.1f} | {f_sup:.6f} | {f_state:.6f} | {u_best:.4f}")
chord = (lieb_values[0.0] + lieb_values[0.8]) / 2
assert lieb_values[0.4] < chord
print(f"dimer: chord value of F at d=0.4 = {chord:.6f} hartree")

d_grid = np.linspace(-0.95, 0.95, 39)
searched = np.array([state_search(d) for d in d_grid])
assert np.min(np.diff(searched, 2)) > 0

u_test = 0.8
recovered = minimize_scalar(lambda d: state_search(d) + u_test * d,
                            bounds=(-0.999, 0.999), method="bounded",
                            options={"xatol": 1e-8}).fun
assert abs(recovered - dimer_energy(u_test)) < 1e-8
print(f"dimer: E(u={u_test}) direct = {dimer_energy(u_test):.6f} hartree")
print(f"dimer: E(u={u_test}) from F = {recovered:.6f} hartree")

print("dimer: u (hartree) | E-u*d at d=1 (hartree) | E-u*d at d=1.1 (hartree)")
edge, outside = [], []
for u in (-10.0, -100.0, -1000.0):
    edge.append(dimer_energy(u) - u)
    outside.append(dimer_energy(u) - 1.1 * u)
    print(f"  {u:.0f} | {edge[-1]:.6f} | {outside[-1]:.4f}")
assert edge[0] < edge[1] < edge[2] < repulsion
assert abs((repulsion - edge[2]) * 1000 / (2 * hopping**2) - 1) < 1e-2
assert outside[0] < outside[1] < outside[2] and outside[2] > 50

# ---------- one particle on a ring: lower semicontinuous, not continuous
half = 200
points = 2 * half + 1
x = 2 * np.pi * np.arange(points) / points
dx = 2 * np.pi / points
modes = np.arange(-half, half + 1)
waves = np.exp(1j * np.outer(x, modes)) / np.sqrt(points)
kinetic = ((waves * (modes**2 / 2)) @ waves.conj().T).real
kinetic = (kinetic + kinetic.T) / 2
uniform = np.full(points, 1 / (2 * np.pi))


def ring_energy(v):
    return np.linalg.eigvalsh(kinetic + np.diag(v))[0]


def root_kinetic(n):
    s = np.sqrt(n)
    return s @ kinetic @ s * dx


def ripple(k, a):
    """Density and the potential expected to have it as ground density."""
    shape = 1 + a * np.cos(k * x)
    v = (-a * k**2 * np.cos(k * x) / (4 * shape)
         - (a * k * np.sin(k * x))**2 / (8 * shape**2))
    return shape / (2 * np.pi), v


b = 0.8
fixed_v = ripple(1, b)[1]
print(f"ring: circumference = {2 * np.pi:.6f} bohr, b = {b}")
for label, power in (("a=b/k", 1.0), ("a=b/sqrt(k)", 0.5)):
    print(f"ring, {label}: k | a | L1 distance | F (hartree)"
          " | max|v| (hartree)")
    values, distances = [], []
    for k in (1, 2, 4, 8, 16):
        a = b / k**power
        n, v = ripple(k, a)
        ground = ring_energy(v)
        below = ground - np.sum(v * n) * dx
        above = root_kinetic(n)
        formula = k**2 * (1 - np.sqrt(1 - a**2)) / 8
        distance = np.sum(abs(n - uniform)) * dx
        assert abs(ground) < 1e-7
        assert abs(below - above) < 1e-7 and abs(above - formula) < 1e-7
        assert abs(distance - 2 * a / np.pi) < 2e-3
        assert np.max(abs(v)) >= below / distance
        values.append(below)
        distances.append(distance)
        print(f"  {k} | {a:.4f} | {distance:.4f} | {below:.6f}"
              f" | {np.max(abs(v)):.4f}")
    assert np.all(np.diff(distances) < 0)
    if power == 1.0:
        assert abs(values[-1] - b**2 / 16) < 1e-4
        shift = abs(np.sum(fixed_v * (n - uniform)) * dx)
        assert shift < 1e-4
        print(f"ring: limit b^2/16 = {b**2 / 16:.6f} hartree")
        print(f"ring: fixed v (k=1), |int v(n16-n0)| = {shift:.2e} hartree")
    else:
        assert np.all(np.diff(values) > 0)
        assert abs(values[-1] / (16 * b**2 / 16) - 1) < 0.02
f_uniform = root_kinetic(uniform)
assert abs(f_uniform) < 1e-10
print(f"ring: F of uniform density = {abs(f_uniform):.6f} hartree")

# no trial potential may exceed the value of F
n4, v4 = ripple(4, b / 4)
for _ in range(8):
    c = rng.normal(scale=0.5, size=6)
    trial = sum(c[j] * np.cos((j + 1) * x + j) for j in range(6))
    assert ring_energy(v4 + trial) - np.sum((v4 + trial) * n4) * dx \
        < root_kinetic(n4) + 1e-8
    assert ring_energy(trial) - np.sum(trial * uniform) * dx < 1e-8

# convexity between two different ring densities
n1, n2 = ripple(1, 0.7)[0], ripple(3, 0.5)[0]
assert root_kinetic((n1 + n2) / 2) < (root_kinetic(n1) + root_kinetic(n2)) / 2

# kinetic energy of two orbitals exceeds that of the root of their density
orbitals = [np.sqrt(uniform), np.cos(x) / np.sqrt(np.pi)]
t_orbitals = sum(f @ kinetic @ f * dx for f in orbitals)
t_root = root_kinetic(sum(f**2 for f in orbitals))
assert t_root < t_orbitals
print(f"ring, two orbitals: T = {t_orbitals:.6f} hartree")
print(f"ring, two orbitals: root-density value = {t_root:.6f} hartree")

# three-dimensional bound ||n||_3 <= 32 T, for an exponential orbital
cube = quad(lambda r: 4 * np.pi * r**2 * (np.exp(-2 * r) / np.pi)**3,
            0, np.inf)[0]
t_exp = quad(lambda r: 2 * np.pi * r**2 * np.exp(-2 * r) / np.pi,
             0, np.inf)[0]
assert cube**(1 / 3) <= 32 * t_exp
print(f"exponential orbital: ||n||_3 = {cube**(1 / 3):.6f} bohr^-2")
print(f"exponential orbital: 32 T = {32 * t_exp:.6f} (atomic units)")

print("no test failed")
```

It prints:

```
chain: potential pairs tested = 400
chain: smallest ground E(mix)-chord = 1.928e-04 hartree
chain: concavity failures, one-electron 2nd level = 138
dimer: hopping = 0.50, repulsion = 1.00 hartree
dimer: E(u=0), E(1), E(2) = -0.618034, -0.801938, -1.391382 hartree
dimer: chord value at u=1 = -1.004708 hartree
dimer: d | F by sup (hartree) | F by states (hartree) | best u (hartree)
  0.0 | -0.618034 | -0.618034 | 0.0000
  0.2 | -0.561096 | -0.561096 | -0.5557
  0.4 | -0.401766 | -0.401766 | -1.0278
  0.6 | -0.149975 | -0.149975 | -1.5022
  0.8 | 0.213152 | 0.213152 | -2.2087
dimer: chord value of F at d=0.4 = -0.202441 hartree
dimer: E(u=0.8) direct = -0.733182 hartree
dimer: E(u=0.8) from F = -0.733182 hartree
dimer: u (hartree) | E-u*d at d=1 (hartree) | E-u*d at d=1.1 (hartree)
  -10 | 0.944632 | 1.9446
  -100 | 0.994950 | 10.9949
  -1000 | 0.999499 | 100.9995
ring: circumference = 6.283185 bohr, b = 0.8
ring, a=b/k: k | a | L1 distance | F (hartree) | max|v| (hartree)
  1 | 0.8000 | 0.5093 | 0.050000 | 0.9997
  2 | 0.4000 | 0.2546 | 0.041742 | 0.6666
  4 | 0.2000 | 0.1273 | 0.040408 | 1.0000
  8 | 0.1000 | 0.0637 | 0.040101 | 1.7777
  16 | 0.0500 | 0.0318 | 0.040025 | 3.3683
ring: limit b^2/16 = 0.040000 hartree
ring: fixed v (k=1), |int v(n16-n0)| = 1.68e-06 hartree
ring, a=b/sqrt(k): k | a | L1 distance | F (hartree) | max|v| (hartree)
  1 | 0.8000 | 0.5093 | 0.050000 | 0.9997
  2 | 0.5657 | 0.3601 | 0.087689 | 1.3023
  4 | 0.4000 | 0.2546 | 0.166970 | 2.6665
  8 | 0.2828 | 0.1801 | 0.326670 | 6.3100
  16 | 0.2000 | 0.1273 | 0.646531 | 15.9993
ring: F of uniform density = 0.000000 hartree
ring, two orbitals: T = 0.500000 hartree
ring, two orbitals: root-density value = 0.133975 hartree
exponential orbital: ||n||_3 = 0.155398 bohr^-2
exponential orbital: 32 T = 16.000000 (atomic units)
no test failed
```
